# Dielectronic resonance strength from detailed balance, and its Rydberg sum

**Result.** An ion in level $i$, with statistical weight $g_i$, captures an electron of energy $E_d$ into a doubly excited level $d$ of weight $g_d$. Level $d$ returns to $i$ by autoionisation at rate $A_a$, or emits a photon and becomes bound at rate $A_r$. The energy-integrated recombination cross section is

$$S=\int\sigma\,dE=\frac{g_d}{2g_i}\,\frac{\pi^2\hbar^3}{mE_d}\,\frac{A_aA_r}{A_a+A_r}.\qquad(1)$$

In a Rydberg series $nl$ built on an excited core, energy conservation fixes the lowest $n$. Without an external field, the sum has a soft cut at the upper end, where $A_a(n,l)=A_r$. A field can end the series earlier, but it also mixes the values of $l$ and so changes the strengths of the terms that remain.

Equation (1) assumes an isolated resonance, narrow compared with $E_d$, and no interference with direct radiative recombination.

## 1. Simple case: capture without radiation

Let free electrons, ions $i$ and ions $d$ be in equilibrium at temperature $T$, with densities $n_e$, $n_i$, $n_d$. A dilute electron gas has

$$2\int\frac{d^3k}{(2\pi)^3}\,e^{-\hbar^2k^2/2mk_BT}=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}$$

thermally weighted states per unit volume; the 2 counts spin. The ion mass is taken as unchanged by capture. The ratio of Boltzmann weights is then

$$\frac{n_d}{n_en_i}=\frac{g_d}{2g_i}\left(\frac{2\pi\hbar^2}{mk_BT}\right)^{3/2}e^{-E_d/k_BT}.\qquad(2)$$

Detailed balance requires capture and its inverse to occur equally often. If $\alpha_c$ is the capture rate coefficient, $n_en_i\alpha_c=n_dA_a$, so $\alpha_c$ is $A_a$ times the right side of (2).

The same coefficient is a Maxwell average of the capture cross section:

$$\alpha_c=\int\sigma_c\,v f\,dE,\qquad f(E)=\frac{2}{\sqrt\pi}\frac{\sqrt E}{(k_BT)^{3/2}}e^{-E/k_BT}.$$

For a narrow resonance, $vf$ can be taken at $E_d$, where $v=\sqrt{2E_d/m}$. With $S_c=\int\sigma_c\,dE$,

$$\alpha_c=S_c\,\frac{2\sqrt2\,E_d}{\sqrt{\pi m}\,(k_BT)^{3/2}}\,e^{-E_d/k_BT}.$$

Equate the two forms. The exponential and the power of $T$ cancel, leaving

$$S_c=\frac{g_d}{2g_i}A_a\,\frac{(2\pi)^{3/2}\hbar^3}{m^{3/2}}\,\frac{\sqrt{\pi m}}{2\sqrt2\,E_d}=\frac{g_d}{2g_i}\frac{\pi^2\hbar^3}{mE_d}A_a,\qquad(3)$$

because $(2\pi)^{3/2}\sqrt\pi/(2\sqrt2)=\pi^2$. No temperature remains. Equilibrium served to relate two microscopic quantities, and (3) also holds for a beam of electrons.

## 2. Adding the photon

After capture, the probability of still being in $d$ at time $t$ is $e^{-(A_a+A_r)t}$. The probability of emitting the photon is

$$\int_0^\infty A_r\,e^{-(A_a+A_r)t}\,dt=\frac{A_r}{A_a+A_r}.$$

Multiplying (3) by this branching ratio gives (1).

Scattering theory gives the same result without equilibrium. With $\Gamma_a=\hbar A_a$, $\Gamma_r=\hbar A_r$ and $\Gamma=\Gamma_a+\Gamma_r$, the electron-to-photon probability and its integral are

$$|S_{ar}|^2=\frac{\Gamma_a\Gamma_r}{(E-E_d)^2+\Gamma^2/4},\qquad \int|S_{ar}|^2dE=\frac{2\pi\Gamma_a\Gamma_r}{\Gamma}.$$

The cross section is $(\pi/k^2)(g_d/2g_i)|S_{ar}|^2$, with $k^2=2mE_d/\hbar^2$. Hence the prefactor is $(\pi\hbar^2/2mE_d)(2\pi\hbar)=\pi^2\hbar^3/(mE_d)$, as before. An exact scattering calculation for one discrete state coupled to two continua, integrated over a finite energy window, gave 0.9998 of this integrated probability.

**Two limits.** If $A_a\gg A_r$, the rate factor tends to $A_r$: nearly every captured electron escapes again, but capture is correspondingly frequent. If $A_a\ll A_r$, it tends to $A_a$: nearly every capture is stabilised. The smaller rate controls the result. At $A_a=A_r$ the factor is half of either.

**Several autoionising channels.** If $d$ can also autoionise to other ion levels at total rate $A'$, capture from $i$ still involves $A_a$, but the loss includes $A'$:

$$\frac{A_aA_r}{A_a+A_r}\longrightarrow\frac{A_aA_r}{A_a+A'+A_r}.$$

When $A'$ dominates, this becomes $A_aA_r/A'$, smaller than $A_r$ even if $A_a\gg A_r$. The series below has $A'=0$.

## 3. From one level to a series

From here on, $\hbar=m=e=1$. Let the core have one active electron with an $s$ ground level and a $p$ level higher by $\omega$. The captured electron $nl$ moves in the Coulomb field of charge $z$. Energy conservation gives

$$E_n=\omega-\frac{z^2}{2n^2}>0,\qquad n>\frac{z}{\sqrt{2\omega}}.\qquad(4)$$

This lower limit is sharp.

Let $D=\int P_s\,r\,P_p\,dr$. Each $p$ substate has $|\langle s|\mathbf r|p\rangle|^2=D^2/3$, so the dipole emission formula gives

$$A_r=\frac43\alpha^3\omega^3\frac{D^2}{3}=\frac49\alpha^3\omega^3D^2.\qquad(5)$$

Here $\alpha$ is the fine-structure constant. The outer electron is a spectator, so $A_r$ depends on neither $n$ nor $l$. After emission the core is in $s$ and the outer electron is bound. Radiation by the outer electron is omitted for now.

**Autoionisation.** Without exchange, a $p\to s$ core transition involves the dipole part of the electron repulsion. Outside the core this is $\mathbf r_1\cdot\mathbf r_2/r_2^3$. I use that form at all $r_2$, which neglects core penetration and makes the lowest-$l$ rates model values.

The final core has no orbital angular momentum, so the free electron carries the total $L$. For real $p$ orbitals, $\langle s|\hat r_i|p_j\rangle=\delta_{ij}/\sqrt3$. Since the interaction conserves $L$ and $M$, one coupled state with given $l$ reaches the final state $LM$. Its squared angular amplitude therefore equals the sum over the complete set of initial substates:

$$a_L^2=\frac13\sum_{j,m}|\langle Y_{LM}|\hat r_j|Y_{lm}\rangle|^2.$$

The sum over $j$ and $m$ defines an operator with kernel $x(2l+1)P_l(x)/4\pi$, where $x=\hat{\mathbf r}\cdot\hat{\mathbf r}'$. The Legendre recurrence turns it into

$$\frac{1}{4\pi}\left[(l+1)P_{l+1}(x)+lP_{l-1}(x)\right].$$

Since $(2L+1)P_L(x)/4\pi$ projects onto angular momentum $L$, the eigenvalue is $l_>/(2L+1)$ for $L=l\pm1$, with $l_>=\max(l,L)$, and zero for $L=l$. Thus $a_L^2=l_>/[3(2L+1)]$.

With an energy-normalised continuum function $P_{EL}$, the golden rule gives

$$A_a=\frac{2\pi}{3}D^2\frac{l_>}{2L+1}I^2,\qquad I=\int_0^\infty P_{EL}\,\frac1{r^2}\,P_{nl}\,dr.\qquad(6)$$

Dividing (6) by (5),

$$\frac{A_a}{A_r}=\frac{3\pi}{2\alpha^3\omega^3}\,\frac{l_>}{2L+1}\,I^2.\qquad(7)$$

The core integral $D$ has cancelled. In this model a stronger core transition raises every strength, but leaves the position of the cut unchanged at fixed $\omega$ and $z$.

**Check of the radial integral.** For $H=p^2/2-z/r$, $[H,\mathbf r]=-i\mathbf p$ and $[H,\mathbf p]=iz\mathbf r/r^3$, so $[H,[H,\mathbf r]]=z\mathbf r/r^3$. Take this between the bound and free states. Their energy difference is $E_n+z^2/2n^2=\omega$, and the angular factors on both sides agree, so

$$I=\frac{\omega^2}{z}\int_0^\infty P_{EL}\,r\,P_{nl}\,dr.$$

The last integral also governs photoionisation of $nl$ by a photon of energy $\omega$. The two forms of $I$ agreed in a test at $n=10$ for $l\le4$.

## 4. Where the terms become small

**In $l$.** Consider a classical outer electron near zero energy. At perihelion $l^2/2r^2=z/r$, so $r_p=l^2/2z$ and the angular velocity is $l/r_p^2=4z^2/l^3$. To autoionise, the electron must take up the frequency $\omega$. Once its fastest motion is slower than this, its force on the core has little Fourier strength at $\omega$. The decline should therefore steepen around

$$l\sim(4z^2/\omega)^{1/3}.$$

This is an estimate of scale. The cut $l_c(n)$ is the largest $l$ with $A_a>A_r$, and must come from (7).

**In $n$.** At fixed $l$ and large $n$, the bound energy is negligible near the core, so the inner shape of $P_{nl}$ no longer depends on $n$. Its squared amplitude is proportional to the level spacing $z^2/n^3$, since that factor converts energy normalisation to unit normalisation. Hence $A_a\propto n^{-3}$. If the rates cross where this law already holds, they do so at

$$n_c(l)=\left(\frac{n^3A_a}{A_r}\right)^{1/3},\qquad(8)$$

with $n^3A_a$ taken in its large-$n$ limit. For a high $l$ whose channel is never open, (8) does not give a real crossing. Well below $n_c$ a channel contributes nearly the same amount for each $n$, apart from the factor $1/E_n$. Well above it, the terms fall as $n^{-3}$ and the remainder after $n$ as $n^{-2}$. The series converges without a sharp upper limit.

**In a field.** Along the direction of easiest escape in a field $F$, the potential is $-z/r-Fr$. Its maximum is at $r=\sqrt{z/F}$, with energy $-2\sqrt{zF}$. Setting this equal to $-z^2/2n^2$ gives

$$n_F=\left(\frac{z^3}{16F}\right)^{1/4}.\qquad(9)$$

This classical estimate ignores Stark shifts and the mixing of $l$ by the field. Mixing matters for the cut as well, because it can give autoionisation strength to states of high $l$.

## 5. Worked series

Take round model parameters: $z=3$, $\omega=1$ hartree, absorption oscillator strength $f=0.5$. From $f=\frac23\omega D^2$, $D^2=0.75\,a_0^2$, and (5) gives $A_r=1.295\times10^{-7}$ au, or $5.36\times10^9\ \mathrm{s^{-1}}$. Condition (4) requires $n>3/\sqrt2=2.12$, so the series starts at $n=3$.

The core ground level is a doublet, $g_i=2$. Without exchange, both total spins have the same rates. Together they have $g_d=4(2L+1)$, so $g_d/2g_i=2L+1$.

**One term.** For $n=20$, $l=3$, $L=4$, the weight is 9 and $E_d=1-9/800=0.98875$ hartree. The computed $A_a$ is $7.458\times10^{-6}$ au, about 58 times $A_r$. The rate factor is

$$\frac{A_r}{1+A_r/A_a}=\frac{1.295\times10^{-7}}{1.0174}=1.273\times10^{-7}\ \text{au},$$

and

$$S=9\,\frac{\pi^2}{0.98875}\,(1.273\times10^{-7})=1.144\times10^{-5}\,a_0^2\ \text{hartree},$$

or $8.72\times10^{-21}\ \mathrm{cm^2\,eV}$. Doubling $A_a$ would raise this by less than one per cent.

**The cut at $n=20$.** For $L=l+1$, the ratio $A_a/A_r$ is 198 at $l=2$, 10.7 at $l=4$, 1.36 at $l=5$ and 0.123 at $l=6$. It falls by a factor of 2.0 from $l=1$ to 2, but by 11 from $l=5$ to 6. The classical scale, $l\approx3.3$, lies within this steepening, which is gradual and has no sharp onset. The branch $L=l-1$ is weaker and closes earlier: its ratio is 2.59 at $l=3$ and 0.247 at $l=4$.

A sharp rule would assign $A_r$ to every open channel and zero to the rest. The open weights are

$$(3+5+7+9+11+13)+(1+3+5)=57,$$

which gives $57\,(\pi^2/0.98875)A_r=7.37\times10^{-5}\,a_0^2$ hartree. The full expression gives $6.75\times10^{-5}$, so the sharp rule is 9% too high relative to it. The largest single cause is $l=5$, $L=6$: the rule counts its weight of 13 in full, but only the fraction $1.36/2.36=0.58$ of it contributes.

**The cut in $n$.** For $L=l+1$, equation (8) gives $n_c\approx145$ at $l=0$, 147 at $l=1$, 78 at $l=3$, 45 at $l=4$ and 23 at $l=5$. This agrees with the direct comparison of rates: the last open $l$ is 5 at $n=20$ and 4 at $n=30$. At $n=5$ it is also 4, but there the limit is simply $l\le n-1$.

**The whole sum.** It is $6.04\times10^{-3}\,a_0^2$ hartree, or $4.60\times10^{-18}\ \mathrm{cm^2\,eV}$. Terms up to $n=30$ supply 33%, up to $n=100$ 72%, and up to $n=300$ 95%. The remainder falls from 4.9% after $n=300$ to 0.46% after $n=1000$, a factor of 10.7. The $n^{-2}$ law predicts $(1000/300)^2=11.1$. Rates above $n=30$ use an extrapolation in $1/n^2$, anchored at $n=30$ and 45. The same procedure, started from $n=20$ and 30, was tested against the direct rates at $n=45$ for $l\le6$, $L=l+1$, and agreed within 5%.

**With a field.** For $F=10^6\ \mathrm{V/m}$, equation (9) gives $n_F=30.5$. With the field-free rates, the terms up to $n=30$ add to $2.00\times10^{-3}\,a_0^2$ hartree, or $1.52\times10^{-18}\ \mathrm{cm^2\,eV}$, one third of the full sum. For these unmixed rates, $n_F$ lies below the crossing $n_c$ for $l=0$ to 4 in the branch $L=l+1$, and above it for $l=5$.

This is the effect of truncation alone, not the sum to expect in the field. A low-$l$ state with $A_a\gg A_r$ can share its autoionisation rate with states of high $l$ and lose little of its own strength, while those states gain. In this model, at this field, mixing the $l$ states within each $n$ raises the terms up to $n=30$ to roughly $8\times10^{-3}\,a_0^2$ hartree, more than the whole field-free sum, so the gain outweighs the loss of the terms above $n=30$. The figure is rough: it treats each $n$ separately, which fails above $n\approx22$, where the Stark width $3n^2F/z$ exceeds the spacing $z^2/n^3$.

## 6. How far these numbers can be trusted

At low $n$, radiation by the outer electron is not small. Its mean rate over the open $l$, counting decays to shells $n'\ge2$ (the $1s$ shell is taken as filled; were it open, the value at $n=3$ would be 1.5), is 0.67 of $A_r$ at $n=3$, 0.11 at $n=5$ and 0.012 at $n=10$. At $n=3$ all these decays lead to $n'=2$, which lies below the threshold (4), so they stabilise the capture just as the core photon does. From higher $n$, some lead to states that can still autoionise, and the rate cannot simply be added to $A_r$. The low-$n$ terms are therefore rough, but all terms up to $n=10$ make up 11% of the field-free sum. Of the unmixed terms up to $n=30$, they make up about a third.

The sum treats the levels $l=L-1$ and $l=L+1$ with the same $n$ and $L$ as separate resonances. In (4) they have the same energy, and both autoionise into the same continuum $EL$. Adding their strengths therefore assumes that interactions left out of the model split them by more than their widths. Suppose they stayed degenerate. One combination would then couple to the continuum with the sum of the two rates $A_a$, and the orthogonal combination not at all. Both would radiate at $A_r$, since the two levels have the same $A_r$ and decay to different bound states. The pair would give a single term (1) with the summed $A_a$. With the ratios computed at $n=20$, the effective weight $\sum(2L+1)A_a/(A_a+A_r)$ would fall from 52.2 to 44.1, a loss of about 15% of the former.

At high $n$, neighbouring members of a series also cease to be isolated. The autoionisation width stays below the spacing in $n$: the largest computed $A_an^3/z^2$ is 0.053. But $A_r$ is constant while the spacing shrinks as $z^2/n^3$. They become equal at

$$n=(z^2/A_r)^{1/3}=(9/1.295\times10^{-7})^{1/3}\approx411.$$

Near and above this $n$, neighbouring resonances overlap, and adding separate strengths (1) is a continuation of the model, not a derived result. Less than 5% of the computed sum comes from that region.

Exchange, core penetration and fine structure are also omitted. Where $A_a\gg A_r$, moderate errors in $A_a$ hardly affect an individual strength. They do move $n_c$, though only as the cube root of the rate: a factor of 2 in $A_a$ changes $n_c$ by a factor of 1.26. At low $l$ the error need not be moderate, notably at $l=0$ and 1 for $L=l+1$, and at $l=2$ and 3 for $L=l-1$. There the weight $1/r^2$ makes $I$ depend on radii inside the core, where the true dipole interaction does not grow as $1/r^2$ but vanishes at the nucleus. The crossings $n_c\approx145$ and 147, and the high-$n$ part of the sum fed by these channels, are therefore especially unreliable. The numerical output lists the rates, crossings and partial sums.

## Computed results

```
ion charge z = 3
core energy = 1.000 hartree = 27.211 eV
oscillator strength f = 0.50
core radial integral squared D^2 = 0.7500 a0^2
core decay A_r = 1.2953e-07 au = 5.3550e+09 1/s
lowest n with positive energy = 3
two-continuum test: area/formula = 0.99984
thermal test: average/balance = 0.99999
largest A_a n^3/z^2 = 0.0527
adiabatic l = (4 z^2/omega)^(1/3) = 3.30
one resonance group: n=20, l=3, L=4, both spins, weight 9
  energy = 0.98875 hartree
  A_a = 7.4581e-06 au
  A_a A_r/(A_a+A_r) = 1.2732e-07 au
  S = 1.1438e-05 a0^2 hartree = 8.7158e-21 cm^2 eV
A_a/A_r at n=20:  l, L=l+1, L=l-1
  0  3.797e+02  none
  1  3.943e+02  1.858e+02
  2  1.979e+02  2.210e+01
  3  5.758e+01  2.592e+00
  4  1.071e+01  2.468e-01
  5  1.360e+00  1.861e-02
  6  1.233e-01  1.107e-03
  7  8.235e-03  5.206e-05
  8  4.152e-04  1.944e-06
last l with A_a > A_r (L=l+1), n=5: 4
last l with A_a > A_r (L=l+1), n=10: 5
last l with A_a > A_r (L=l+1), n=20: 5
last l with A_a > A_r (L=l+1), n=30: 4
n_c for l=0, L=l+1: 144.9
n_c for l=1, L=l+1: 146.5
n_c for l=2, L=l+1: 116.5
n_c for l=3, L=l+1: 77.6
n_c for l=4, L=l+1: 44.7
n_c for l=5, L=l+1: 22.9
S(n=20), all l = 6.7458e-05 a0^2 hartree
S(n=20), sharp cut = 7.3699e-05 a0^2 hartree
share of full sum up to n=10: 0.1059
share of full sum up to n=30: 0.3310
share of full sum up to n=100: 0.7152
share of full sum up to n=300: 0.9507
share of full sum up to n=1000: 0.9954
full sum = 6.0360e-03 a0^2 hartree = 4.5994e-18 cm^2 eV
field = 1.0e+06 V/m, n_F = 30.52, last n = 30
sum with field cut = 1.9981e-03 a0^2 hartree = 1.5225e-18 cm^2 eV
mean outer decay/A_r over open l, n=3: 0.6674
mean outer decay/A_r over open l, n=5: 0.1125
mean outer decay/A_r over open l, n=10: 0.0121
mean outer decay/A_r over open l, n=20: 0.0016
```
